# Velocity Saturation from Momentum and Energy Balance with Optical-Phonon Scattering

## Definitions and conventions

Carriers with charge of magnitude $e$ and mass $m$ occupy a parabolic, isotropic band and feel a uniform, steady field $F$. The drift velocity $v$ is counted positive along the force $eF$. The algebra uses atomic units with $\hbar=k_B=1$, so temperatures are energies. The symbol $e$ is kept to mark the charge.

The carriers are dilute enough for Pauli blocking to be neglected. Collisions among them are assumed to stay frequent at every field, so their momentum distribution is a displaced Maxwellian,

$$f(\mathbf p)\propto \exp\!\left[-\frac{(\mathbf p-m\mathbf v)^2}{2mT}\right],$$

with carrier temperature $T$. These collisions conserve the total momentum and energy of the carriers. Momentum and energy are lost to optical phonons of one energy $w$, held at the lattice temperature $T_L$. Define

$$z=\frac{w}{2T},\qquad z_L=\frac{w}{2T_L},\qquad N=\frac{1}{e^{2z_L}-1},\qquad 2N+1=\coth z_L .$$

The coupling to the phonons is taken as independent of momentum transfer. The golden rule then makes each scattering rate proportional to the density of final states, which grows as the square root of the final energy. A carrier of energy $E$ scatters at the rate

$$\Gamma(E)=W\left[N\sqrt{\frac Ew+1}+(N+1)\sqrt{\frac Ew-1}\,\right], \tag{1}$$

where the first term is absorption, the second is emission and is present only for $E>w$, and $W$ measures the coupling strength. All final directions are equally likely, so the mean final momentum is zero and an event removes, on average, the whole initial momentum.

Let $P$ be the mean energy lost per carrier and unit time. The relaxation times are defined by

$$\text{momentum loss rate}=\frac{mv}{\tau_m(T)},\qquad P(T)=\frac{3}{2}\,\frac{T-T_L}{\tau_e(T)} .$$

Both losses are kept to lowest order in $v$. In the steady state the force balances the momentum loss, and the power supplied by the field balances the energy loss:

$$eF=\frac{mv}{\tau_m},\qquad eFv=P. \tag{2}$$

Inserting the first equation into the second gives $mv^2/\tau_m=P$. Squaring the first and using this result gives the field. Hence

$$v^2=\frac{P\tau_m}{m},\qquad (eF)^2=\frac{mP}{\tau_m}. \tag{3}$$

These two equations are the velocity-field curve, with $T$ as its parameter. The result to be derived is that the curve saturates at

$$v_s=\sqrt{\frac{3w}{4m}\tanh\frac{w}{2T_L}} . \tag{4}$$

Both derivations need the momentum loss for slow drift. Expanding the displaced Maxwellian to first order multiplies the undisplaced one by $1+vp_\parallel/T$. The undisplaced part carries no net momentum. With $\langle\cdots\rangle$ the undisplaced average and $p_\parallel^2$ averaging to $2mE/3$ over directions,

$$\frac{mv}{\tau_m}=\frac vT\langle p_\parallel^2\Gamma\rangle=\frac{2mv}{3T}\langle E\,\Gamma\rangle
\quad\Rightarrow\quad \frac1{\tau_m}=\frac{2}{3T}\langle E\,\Gamma\rangle. \tag{5}$$

## First derivation: power laws of the relaxation times

### Which exponents give saturation

Suppose that $\tau_m=\tau_{m0}\theta^{-a}$ and $\tau_e=\tau_{e0}\theta^{b}$, with $\theta=T/T_L$. Equation (3) becomes

$$v^2=\frac{3T_L\tau_{m0}}{2m\tau_{e0}}(\theta-1)\theta^{-a-b},\qquad
(eF)^2=\frac{3mT_L}{2\tau_{m0}\tau_{e0}}(\theta-1)\theta^{a-b}.$$

Since $\theta/(\theta-1)=1+1/(\theta-1)$, the logarithmic derivatives are

$$\frac{d\ln v^2}{d\ln\theta}=\frac1{\theta-1}+1-a-b,\qquad
\frac{d\ln F^2}{d\ln\theta}=\frac1{\theta-1}+1+a-b .$$

If $1+a-b>0$, the field rises with $\theta$ without bound, and each field has one carrier temperature. If $1+a-b<0$, the field has a maximum as a function of $\theta$. Above that maximum these balances have no steady solution, because the losses cannot absorb the supplied power.

In the first case, dividing the derivatives at large $\theta$ gives

$$\frac{d\ln v}{d\ln F}\to\frac{1-a-b}{1+a-b}. \tag{6}$$

The velocity keeps rising if $a+b<1$ and tends to a finite, nonzero value if $a+b=1$. If $a+b>1$, it peaks where its derivative vanishes, at $\theta=(a+b)/(a+b-1)$, and then falls. A shorter momentum relaxation time in hot carriers is therefore not enough for saturation; the energy relaxation time must have the matching exponent.

### The exponents for optical phonons

At high field most carriers have $E\gg w$. The square roots in (1) can then be replaced by $\sqrt{E/w}$. The total rate contains the sum of the phonon factors, while the net energy loss contains their difference, $(N+1)-N=1$:

$$\Gamma\simeq(2N+1)W\sqrt{\frac Ew},\qquad
\text{net energy loss rate}\simeq wW\sqrt{\frac Ew}=W\sqrt{wE}.$$

The first correction to the loss rate is smaller by a factor of order $(2N+1)w/E$. The condition is thus $T\gg w\coth z_L$, which for a hot lattice means $T\gg 2T_L$.

The normalized Maxwellian energy distribution is $(2/\sqrt\pi)\,T^{-3/2}\sqrt E\,e^{-E/T}$. It gives

$$\langle\sqrt E\rangle=\frac{2}{\sqrt\pi}\sqrt T,\qquad
\langle E^{3/2}\rangle=\frac{4}{\sqrt\pi}T^{3/2},$$

because the integrals of $xe^{-x}$ and $x^2e^{-x}$ are 1 and 2. Therefore

$$P=\frac{2}{\sqrt\pi}W\sqrt{wT},\qquad
\frac1{\tau_m}=\frac{2}{3T}\,\frac{(2N+1)W}{\sqrt w}\,\frac{4T^{3/2}}{\sqrt\pi}
=\frac{8(2N+1)W}{3\sqrt\pi}\sqrt{\frac Tw}. \tag{7}$$

For $T\gg T_L$ the energy relaxation time is

$$\tau_e=\frac{3T}{2P}=\frac{3\sqrt\pi}{4W}\sqrt{\frac Tw}.$$

So $a=b=1/2$, and the criterion $a+b=1$ is met. The limiting velocity follows from (3):

$$v_s^2=\frac1m\,\frac{2W\sqrt{wT}}{\sqrt\pi}\,\frac{3\sqrt\pi}{8(2N+1)W}\sqrt{\frac wT}
=\frac{3w}{4m(2N+1)},$$

which is (4). Both $T$ and $W$ cancel. Stronger coupling increases energy loss and momentum loss by the same factor, so it changes the field needed for saturation but not the limiting velocity. The field equation gives

$$(eF)^2=\frac{16}{3\pi}m(2N+1)W^2T
\quad\Rightarrow\quad T=\frac{3\pi(eF)^2}{16m(2N+1)W^2}. \tag{8}$$

The carriers continue to heat as $F^2$ after their drift velocity has stopped rising. The expansion in $v$ is consistent in this limit, since $mv_s^2\le 3w/4\ll T$.

## Second derivation: the curve for slow drift

### Energy loss

Now the square roots in (1) are kept as they stand. In the emission integral, replace $E$ by $E+w$. This moves its lower limit to zero and produces the factor $e^{-w/T}=e^{-2z}$. Emission and absorption then share one integral:

$$P=\frac{2W\sqrt w}{\sqrt\pi\,T^{3/2}}\left[(N+1)e^{-2z}-N\right]J,\qquad
J=\int_0^\infty\!\sqrt{E(E+w)}\,e^{-E/T}dE .$$

Set $E+w/2=(w/2)\cosh t$. Then $\sqrt{E(E+w)}=(w/2)\sinh t$, $dE=(w/2)\sinh t\,dt$ and $E/T=z(\cosh t-1)$. The modified Bessel functions are

$$K_n(z)=\int_0^\infty\cosh(nt)\,e^{-z\cosh t}dt .$$

Because $\sinh t\,e^{-z\cosh t}$ is the derivative of $-e^{-z\cosh t}/z$, integration by parts gives

$$\int_0^\infty\!\sinh^2t\,e^{-z\cosh t}dt=\frac{K_1}{z},\qquad
\int_0^\infty\!\cosh t\,\sinh^2t\,e^{-z\cosh t}dt=\frac{K_2}{z}. \tag{9}$$

The second uses $d(\cosh t\sinh t)/dt=\cosh2t$. Hence $J=(w/2)^2e^zK_1/z$.

For the phonon factors, write $N+1=e^{z_L}/(2\sinh z_L)$, $N=e^{-z_L}/(2\sinh z_L)$ and $d=z_L-z$. Then

$$(N+1)e^{-2z}-N=e^{-z}\,\frac{e^{d}-e^{-d}}{2\sinh z_L}=e^{-z}\frac{\sinh d}{\sinh z_L}.$$

With $T^{-3/2}=(2z/w)^{3/2}$, collecting the factors gives

$$P=wW\sqrt{\frac{2z}{\pi}}\;K_1(z)\,\frac{\sinh d}{\sinh z_L}. \tag{10}$$

The loss vanishes at $T=T_L$, where $d=0$, as detailed balance requires.

### Momentum loss

Equation (5) needs one more power of $E$. After the same shift, emission contains $E+w=(w/2)(\cosh t+1)$ and absorption contains $E=(w/2)(\cosh t-1)$. By (9), the two integrals are $(w/2)^3e^z(K_2\pm K_1)/z$, with the upper sign for emission. The phonon factors combine as

$$(N+1)e^{-2z}(K_2+K_1)+N(K_2-K_1)
=\frac{e^{-z}}{\sinh z_L}\left[K_2\cosh d+K_1\sinh d\right].$$

The prefactor is $(2/3T)\,(2W/\sqrt{\pi w})\,T^{-3/2}$. Using $T^{-5/2}=(2z/w)^{5/2}$,

$$\frac1{\tau_m}=\frac{2W}{3}\sqrt{\frac2\pi}\;z^{3/2}\,
\frac{K_2\cosh d+K_1\sinh d}{\sinh z_L}. \tag{11}$$

Numerical quadrature over the displaced Maxwellian agrees with (10) and (11) to one part in $10^5$ at nine combinations of $T$ and $T_L$.

### Shape and limit of the curve

Dividing (10) by (11), and then dividing numerator and denominator by $K_1\sinh d$, gives

$$v^2=\frac{3w}{2m}\,\frac1{h(z)},\qquad
h=z\left[\frac{K_2}{K_1}\coth(z_L-z)+1\right]. \tag{12}$$

The recurrence $K_2=K_0+2K_1/z$ turns this into $h=(2+zK_0/K_1)\coth(z_L-z)+z$. The ratio $K_1/K_0$ is the mean of $\cosh t$ with weight $e^{-z\cosh t}$. Its derivative with respect to $z$ is minus the variance of $\cosh t$, so $K_0/K_1$ increases with $z$. The factor $\coth(z_L-z)$ also increases with $z$. Thus $h$ falls as the carriers heat, and $v$ rises.

For the field, (3) gives

$$F^2\propto (zK_1)\sinh d\left[(zK_2)\cosh d+(zK_1)\sinh d\right].$$

With $K_0'=-K_1$ and $K_1'=-K_0-K_1/z$,

$$(zK_1)'=-zK_0<0,\qquad (zK_2)'=(zK_0+2K_1)'=-K_0-zK_1-\frac{2K_1}{z}<0 .$$

Every factor therefore grows as $z$ decreases, and $F$ rises with $T$. Since $zK_2\to2/z$ as $z\to0$, it rises without bound. Within this lowest-order model, $v(F)$ is single-valued and increasing, with no velocity peak.

As $z\to0$, $zK_0/K_1\to0$ and $h\to2\coth z_L$. Equation (12) again gives (4).

The next term shows when saturation is reached. Since $zK_0/K_1$ is of order $z^2\ln(1/z)$, it may be dropped at order $z$. With $\coth(z_L-z)\simeq\coth z_L+z/\sinh^2z_L$,

$$h\simeq2\coth z_L+z\left(1+\frac{2}{\sinh^2z_L}\right),\qquad
1-\frac v{v_s}\simeq\frac z4\tanh z_L\left(1+\frac2{\sinh^2z_L}\right).$$

Equation (8) gives $z=8mwW^2\coth z_L/[3\pi(eF)^2]$ at high field, so

$$1-\frac{v}{v_s}\simeq\frac{2mwW^2}{3\pi(eF)^2}\left(1+\frac{2}{\sinh^2z_L}\right). \tag{13}$$

In this lowest-order model the deficit is $w/8T$ for a cold lattice and $T_L/2T$ for a hot one. A close approach to the limit thus requires carriers hot compared with both the phonon energy and the lattice. The coefficient in (13) belongs to the lowest-order model: neglected drift terms are of relative order $mv^2/T\sim w/T$, which is also of order $1/F^2$.

The limiting velocity has two simple cases. For $T_L\ll w$, $v_s\to\sqrt{3w/4m}$. For $T_L\gg w$, $v_s\to\sqrt{3w^2/(8mT_L)}$: thermal phonons add momentum loss, while their absorption and emission largely cancel in the energy balance.

## A worked case

Take the round model parameters $m=0.4$ electron masses, $w=0.06$ eV, $T_L=0.04$ eV and $W=0.012$ eV. They represent no particular material. Then $z_L=0.75$, $\tanh z_L=0.635$ and $\sqrt{w/m}=1.624$ Å/fs, so

$$v_s=1.624\sqrt{0.75\times0.635}=1.12\ \text{Å/fs},$$

or $1.12\times10^7$ cm/s. At $T_L=0.025$ eV it would be 1.28 Å/fs.

The low-field relaxation time is $\tau_m(T_L)=41.5$ fs. The ohmic line $v=e\tau_m(T_L)F/m$ would reach $v_s$ at $eF=0.00061$ eV/Å. The actual curve bends earlier and reaches $0.9v_s$ at $eF=0.00179$ eV/Å, or $F=179$ kV/cm, about 2.9 times the crossing field. There $T=0.216$ eV, which is $3.6w$ and $5.4T_L$.

The table compares three velocities in Å/fs. "Lowest" is (12); "full" solves the displaced-Maxwellian balances without expanding in $v$; "independent" is a Monte Carlo simulation without carrier-carrier collisions. The temperature belongs to the lowest-order model.

| $eF$ (eV/Å) | $T$ (eV) | lowest | full | independent |
|---|---|---|---|---|
| 0.0005 | 0.060 | 0.639 | 0.648 | 0.73 |
| 0.0010 | 0.104 | 0.871 | 0.879 | 0.95 |
| 0.0020 | 0.256 | 1.028 | 1.032 | 1.10 |
| 0.0040 | 0.850 | 1.095 | 1.096 | 1.17 |

Expanding in the drift lowers the velocity by about 1.3% of the full value at the first field and 0.1% at the last. In the last row, (13) can be checked by hand. The force unit $\sqrt{mw}\,W$ is 0.000673 eV/Å, and $\sinh^2z_L=0.676$, so the predicted deficit is

$$\frac{2}{3\pi}\left(\frac{0.000673}{0.0040}\right)^2\left(1+\frac2{0.676}\right)=0.024 .$$

The table gives $1-1.095/1.121=0.023$.

## What each derivation assumes

Both derivations use the displaced Maxwellian, the scattering rate (1) and slow drift. The first also assumes $T\gg w\coth z_L$ from the start. It yields only the high-field end of the curve, but it shows which property of the relaxation times causes saturation. The second does not need hot carriers, but it does need $mv^2\ll T$. Within that limit it gives the mobility, the bend and a curve without a peak, at the price of relying on the detailed form of (1) at energies near $w$.

Slow drift is a real restriction on a cold lattice. Equation (12) gives $mv^2/T=3z/h$, which approaches $3/2$ when $z\gg1$ and $z_L-z\gg1$, that is, for carriers cold compared with $w$ but with $T-T_L\gg2TT_L/w$. On a very cold lattice, a small relative rise in temperature is enough to meet the second condition. In this regime the balances (2) must be solved with the full dependence of the losses on $v$, and the lowest-order curve does not settle whether the velocity has a peak.

The displaced Maxwellian can be given up at high field. Without carrier-carrier collisions, momentum relaxes separately at each energy. Write the distribution as an isotropic part $f_0(E)$ plus a small part $f_1$ odd in $p_\parallel$. Isotropic scattering returns no odd part, so the steady Boltzmann equation gives

$$f_1=-\frac{eF}{\Gamma}\frac{p_\parallel}{m}f_0' .$$

The field moves carriers upward in energy at the rate $eFp_\parallel/m$. Per state at energy $E$, the resulting upward flow is $-(2E/3m)(e^2F^2/\Gamma)f_0'$. For $E\gg w$ the phonons cause the downward flow $W\sqrt{wE}\,f_0$; the spreading they cause in energy is negligible at high field. Equating the flows,

$$\frac{f_0'}{f_0}=-\frac{3m(2N+1)W^2}{2(eF)^2}\equiv-\frac1T .$$

The right side does not depend on $E$, so $f_0$ is again Maxwellian. Its drift velocity is the mean of $p_\parallel/m$ over $f_1$:

$$v=\frac{2eF}{3mT}\left\langle\frac E\Gamma\right\rangle
=\frac{4\,eF\sqrt w}{3\sqrt\pi\,m(2N+1)W\sqrt T}.$$

Multiplying by $v=P/(eF)$, with $P$ from (7), yields

$$v^2=\frac{8}{3\pi}\,\frac wm\tanh z_L .$$

The velocity still saturates, with the same dependence on $w$, $m$ and $T_L$, but $3/4$ is replaced by $8/3\pi$. The limit is 6.4% above (4), or 1.19 Å/fs here. The simulation gives 1.19 Å/fs at $eF=0.0081$ eV/Å, which agrees with this limit within the 2.5% allowed for sampling error and finite field. For charged carriers at fixed density, this is the limit that applies at sufficiently high field: their Coulomb collision rate falls roughly as $T^{-3/2}$, while phonon scattering grows as $\sqrt T$, so collisions eventually cannot maintain the displaced Maxwellian. Equation (4) holds only where they remain frequent in hot carriers. For the worked parameters this is a severe condition. With a dielectric constant of 12 and a Coulomb logarithm of 3 as rough values, the Coulomb collision rate equals $1/\tau_m$ at a density of about $5\times10^{18}$ cm$^{-3}$ at the first field of the table and about $10^{21}$ cm$^{-3}$ at the last, while the effective density of states at $T_L$ is about $10^{19}$ cm$^{-3}$. Carriers that are dilute at the lattice temperature therefore collide too rarely to keep the displaced Maxwellian beyond about the first row, and the "independent" column is the relevant one at the higher fields. Collisions among the carriers, which redistribute both momentum and energy, matter more at low field. At the lowest field in the table the independent carriers are about 14% faster than in the lowest-order balance. In the ohmic limit $f_0$ is the Maxwellian at $T_L$, and the ratio of the two mobilities is $(4/9T_L^2)\langle E/\Gamma\rangle\langle E\,\Gamma\rangle$, which is about 1.7 for these parameters. The low-field mobility thus depends strongly on whether these collisions are frequent.

All these results share the scattering model and the parabolic band. At $eF=0.004$ eV/Å, a field of 400 kV/cm and of the order of the avalanche breakdown field of silicon, the mean thermal energy $3T/2$ is already about 1.3 eV, where a real band need not be parabolic and impact ionization may open another loss channel. The mean scattering rate there, expressed as an energy, is about 0.08 eV and exceeds $w$. Treating collisions as separate events that each exchange a sharp energy $w$, as (1) does, is then an assumption of the model. Coupling that depends on momentum transfer, as in polar scattering, changes the relaxation times, and phonons driven out of equilibrium make $N$ depend on the field. In either case (4) no longer follows, and the balances (2) must be solved with the changed losses. The numerical output below lists the values of the worked case and its table.

## Calculated quantities

```
effective mass: 0.40 electron masses
phonon energy w: 0.060 eV
lattice temperature k_B T_L: 0.040 eV
coupling hbar W: 0.012 eV
coupling time 1/W: 54.85 fs
z_L = w/(2 k_B T_L): 0.7500 (no unit)
phonon occupation N: 0.2872 (no unit)
tanh(z_L): 0.6351 (no unit)
velocity unit sqrt(w/m): 1.6243 angstrom/fs
force unit sqrt(m w) W: 0.000673 eV/angstrom
low-field momentum relaxation time: 41.54 fs
saturation velocity v_s: 1.1210 angstrom/fs
saturation velocity v_s: 1.121e+07 cm/s
ohmic crossing force eF: 0.000614 eV/angstrom
force eF at 0.9 v_s: 0.001786 eV/angstrom
field F at 0.9 v_s: 178.6 kV/cm
carrier k_B T at 0.9 v_s: 0.2156 eV
v_s at k_B T_L = 0.025 eV: 1.2843 angstrom/fs
tau_m, tau_e high-T exponents: -0.5001, 0.4999 (no unit)
slope d ln v/d ln F for a=0.5, b=0.5: 0.0000 (no unit)
slope d ln v/d ln F for a=0.5, b=-0.5: 0.5000 (no unit)
slope d ln v/d ln F for a=1.0, b=0.5: -0.3333 (no unit)
peak T/T_L for a=1.0, b=0.5: 3.00 (no unit)
Table: eF in eV/angstrom; k_B T in eV; v in angstrom/fs
eF, k_B T (lowest order), v lowest order, v full balance, v Monte Carlo
0.0005  0.0604  0.6394  0.6478  0.733
0.0010  0.1040  0.8707  0.8793  0.948
0.0020  0.2560  1.0279  1.0320  1.101
0.0040  0.8499  1.0948  1.0961  1.168
very high test force eF: 0.00808 eV/angstrom
Monte Carlo v at that force: 1.188 angstrom/fs
Boltzmann high-field limit of v: 1.1926 angstrom/fs
Boltzmann limit / v_s: 1.0638 (no unit)
```
